**Saddle points of the Hubbard self-energy functional**

The program evaluates the grand potential Ω of Hubbard rings from cluster self-energies, with interaction U, temperature T, lattice chemical potential μ, cluster chemical potential `mu_c` and staggered cluster field `h_c`. For a six-site ring at U = 4t it asserts that the stationary point is a maximum along `mu_c` and a minimum along `h_c`. It compares the pole formula with a Matsubara sum, and the empty-cluster and full-cluster limits with free-electron results; both limits lie below the exact Ω from full diagonalization. It asserts that the Green-function density equals −dΩ/dμ when `mu_c` is stationary, and that locking `mu_c` to μ produces a mismatch equal to the remaining slope. The first-order law in U is tested for charge and spin displacements, as is the reversal of the `mu_c` curvature under weak attraction. Two four-site rings give stationary values on opposite sides of the exact result, so stationarity supplies no general bound. In the output, the six-site stationary value lies 0.0276t per site above the exact one, and the consistent density is 0.8645 against an exact 0.8740.

## Check in Python

```python
# Result under test: the self-energy functional of the Hubbard model is
# stationary, not minimal, at its solutions and does not bound the exact grand
# potential. For the repulsive cases treated here it is a maximum along the
# cluster chemical potential mu_c and a minimum along a staggered field h_c.
# Stationarity in mu_c makes -dOmega/dmu equal the Green-function density.
# Symbols: U interaction, T temperature, mu lattice chemical potential,
# Omega grand potential; hopping t = 1 is the energy unit and k_B = 1.
import numpy as np
from scipy.linalg import block_diag
from scipy.optimize import brentq
from scipy.special import expit, logsumexp


def annihilators(modes):
    lower = np.array([[0., 1.], [0., 0.]])
    sign, one = np.diag([1., -1.]), np.eye(2)
    result = []
    for p in range(modes):
        op = np.eye(1)
        for q in range(modes):
            op = np.kron(op, sign if q < p else lower if q == p else one)
        result.append(op)
    return result


CLUSTER_OPS = {n: annihilators(2 * n) for n in (1, 2)}
T = 0.5


def free_omega(levels):
    return -T * np.sum(np.logaddexp(0., -np.asarray(levels) / T))


def free_density(h):
    e, w = np.linalg.eigh(h)
    return (w**2) @ expit(-e / T)


def solve_reference(h, U):
    """Diagonalize a small cluster; h holds the one-body matrices (up, down)."""
    n = len(h[0])
    c = CLUSTER_OPS[n]
    ops = (c[:n], c[n:])
    H = np.zeros_like(c[0])
    for s in (0, 1):
        for i in range(n):
            for j in range(n):
                H += h[s][i, j] * ops[s][i].T @ ops[s][j]
    for i in range(n):
        H += U * ops[0][i].T @ ops[0][i] @ ops[1][i].T @ ops[1][i]
    E, W = np.linalg.eigh(H)
    p = np.exp(-(E - E[0]) / T)
    Z = p.sum()
    weight = np.sqrt((p[:, None] + p[None, :]) / Z)
    gaps = (E[None, :] - E[:, None]).ravel()
    poles, amps, number = [], [], 0.
    for s in (0, 1):
        A = np.array([(W.T @ o @ W * weight).ravel() for o in ops[s]])
        keep = np.max(np.abs(A), axis=0) > 1e-12
        poles.append(gaps[keep])
        amps.append(A[:, keep])
        number += np.sum(A[:, keep]**2 * expit(-gaps[keep] / T))
    return dict(h=h, omega=E[0] - T * np.log(Z), poles=poles, amps=amps,
                number=number)


def functional(lattice, refs):
    """Return Omega and the particle number from the lattice Green function."""
    omega, number = sum(r['omega'] for r in refs), 0.
    for s in (0, 1):
        poles = np.concatenate([r['poles'][s] for r in refs])
        Q = block_diag(*[r['amps'][s] for r in refs])
        V = lattice[s] - block_diag(*[r['h'][s] for r in refs])
        w, X = np.linalg.eigh(np.diag(poles) + Q.T @ V @ Q)
        omega += free_omega(w) - free_omega(poles)
        number += np.sum((Q @ X)**2 @ expit(-w / T))
    return omega, number


def functional_matsubara(lattice, refs, count=4000):
    """The same functional from a frequency sum of ln det(1 - V G')."""
    omega = sum(r['omega'] for r in refs)
    freq = (2 * np.arange(count) + 1) * np.pi * T
    for s in (0, 1):
        poles = np.concatenate([r['poles'][s] for r in refs])
        Q = block_diag(*[r['amps'][s] for r in refs])
        V = lattice[s] - block_diag(*[r['h'][s] for r in refs])
        G = (Q[None, :, :] / (1j * freq[:, None, None] - poles)) @ Q.T
        logs = np.log(np.abs(np.linalg.det(np.eye(len(V)) - V @ G)))
        tail = logs[-1] * (2 * count - 1)**2 / (4 * count)
        omega += np.trace(V) / 2 - 2 * T * (logs.sum() + tail)
    return omega


def exact_levels(h, U):
    """All many-body energies and particle numbers of the full lattice."""
    L = len(h[0])
    c = annihilators(L)
    K = [sum(m[i, j] * c[i].T @ c[j] for i in range(L) for j in range(L)
             if m[i, j] != 0) + np.zeros_like(c[0]) for m in h]
    occ = np.array([np.diag(o.T @ o) for o in c])
    count = np.rint(occ.sum(axis=0)).astype(int)
    energies, numbers = [], []
    for nu in range(L + 1):
        a = np.where(count == nu)[0]
        for nd in range(L + 1):
            b = np.where(count == nd)[0]
            H = np.kron(K[0][np.ix_(a, a)], np.eye(len(b)))
            H += np.kron(np.eye(len(a)), K[1][np.ix_(b, b)])
            H += np.diag(U * (occ[:, a].T @ occ[:, b]).ravel())
            e = np.linalg.eigvalsh(H)
            energies.append(e)
            numbers.append(np.full(len(e), nu + nd))
    return np.concatenate(energies), np.concatenate(numbers)


def exact_omega(levels, mu):
    x = -(levels[0] - mu * levels[1]) / T
    norm = logsumexp(x)
    return -T * norm, np.sum(levels[1] * np.exp(x - norm))


def ring(L):
    one = np.eye(L)
    return -(np.roll(one, 1, axis=1) + np.roll(one, -1, axis=1))


def slope(f, x, d=1e-3):
    return (f(x + d) - f(x - d)) / (2 * d)


def curvature(f, x, d=0.02):
    return (f(x + d) - 2 * f(x) + f(x - d)) / d**2


def stationary_points(f, low, high, points=26):
    x = np.linspace(low, high, points)
    g = [slope(f, v) for v in x]
    return [brentq(lambda v: slope(f, v), x[i], x[i + 1])
            for i in range(points - 1) if g[i] * g[i + 1] < 0]


L = 6
HOP = ring(L)


def dimer_h(mu_c, h_c):
    base = np.array([[-mu_c, -1.], [-1., -mu_c]])
    stag = np.diag([h_c, -h_c])
    return base + stag, base - stag


def dimer_setup(mu, mu_c, h_c, U):
    return (HOP - mu * np.eye(L),) * 2, [solve_reference(dimer_h(mu_c, h_c), U)] * 3


def omega_dimer(mu, mu_c, h_c, U):
    return functional(*dimer_setup(mu, mu_c, h_c, U))[0]


# Main example: six-site ring, three two-site clusters.
U, mu = 4., 1.
along_mu = lambda x: omega_dimer(mu, x, 0., U)
roots = stationary_points(along_mu, -2., 4.)
assert roots
best = min(roots, key=lambda x: abs(x - mu))
lattice, refs = dimer_setup(mu, best, 0., U)
omega_star, number_star = functional(lattice, refs)
curv_mu = curvature(along_mu, best)
along_h = lambda x: omega_dimer(mu, best, x, U)
curv_h = curvature(along_h, 0.)
assert curv_mu < 0 < curv_h
assert abs(slope(along_h, 0.)) < 1e-8

test_setup = dimer_setup(mu, 0.3, 0.4, U)
omega_poles = functional(*test_setup)[0]
omega_sum = functional_matsubara(*test_setup)
assert abs(omega_poles - omega_sum) < 1e-6

# Extreme cluster chemical potentials and the exact grand potential.
levels = exact_levels((HOP, HOP), U)
omega_exact, number_exact = exact_omega(levels, mu)
band = np.linalg.eigvalsh(HOP)
limit_empty = 2 * free_omega(band - mu)
limit_full = 2 * free_omega(band - mu + U) - U * L
value_empty, value_full = along_mu(-20.), along_mu(20.)
assert abs(value_empty - limit_empty) < 1e-7
assert abs(value_full - limit_full) < 1e-7
assert max(value_empty, value_full) < omega_exact
assert max(value_empty, value_full) < omega_star

# Density from the derivative of Omega and from the Green function.
def omega_reoptimized(m):
    f = lambda x: omega_dimer(m, x, 0., U)
    return f(brentq(lambda x: slope(f, x), best - 0.2, best + 0.2))


number_derivative = -slope(omega_reoptimized, mu)
assert abs(number_derivative - number_star) < 1e-5
number_locked = functional(*dimer_setup(mu, mu, 0., U))[1]
derivative_locked = -slope(lambda m: omega_dimer(m, m, 0., U), mu)
force_locked = slope(along_mu, mu)
assert abs(number_locked - derivative_locked - force_locked) < 1e-5
assert abs(force_locked) / L > 1e-3

# First-order law, with charge and spin displacements of the cluster density.
small, mu_weak = 0.005, -0.5
n_lat = free_density(HOP - mu_weak * np.eye(L))
law_error = 0.
for mu_c, h_c in ((0.5, 0.), (-1.2, 0.), (-0.3, 0.7)):
    numeric = (omega_dimer(mu_weak, mu_c, h_c, small)
               - omega_dimer(mu_weak, mu_c, h_c, -small)) / (2 * small)
    up, down = [np.tile(free_density(h), 3) for h in dimer_h(mu_c, h_c)]
    law = np.sum(n_lat**2 - (up - n_lat) * (down - n_lat))
    law_error = max(law_error, abs(numeric - law))
assert law_error < 1e-4

# The curvature along mu_c changes sign with the interaction.
weak_U, weak_curv = 0.1, {}
for u in (weak_U, -weak_U):
    f = lambda x: omega_dimer(mu_weak, x, 0., u)
    found = stationary_points(f, -2., 1.5)
    weak_curv[u] = curvature(f, min(found, key=lambda x: abs(x - mu_weak)))
assert weak_curv[weak_U] < 0 < weak_curv[-weak_U]
cluster_n = lambda x: free_density(dimer_h(x, 0.)[0])[0]
matched = brentq(lambda x: cluster_n(x) - n_lat[0], -2., 1.5)
curv_law = -2 * weak_U * slope(cluster_n, matched)**2
curv_odd = (weak_curv[weak_U] - weak_curv[-weak_U]) / (2 * L)
assert abs(curv_odd / curv_law - 1) < 0.05

# Stationary values on both sides of the exact one: four atoms as reference.
U4, mu4, field = 0.05, -0.3, 2.
pattern = field * np.diag([1., -1., 1., -1.])
cases = {}
for name, sign in (('potential', 1.), ('Zeeman', -1.)):
    h4 = (ring(4) + pattern, ring(4) + sign * pattern)
    lat4 = tuple(m - mu4 * np.eye(4) for m in h4)
    def f4(x):
        atom = solve_reference((np.array([[-x]]),) * 2, U4)
        return functional(lat4, [atom] * 4)[0]
    found = stationary_points(f4, -2., 2.)
    x4 = min(found, key=lambda x: abs(x - mu4))
    exact4 = exact_omega(exact_levels(h4, U4), mu4)[0]
    n_up, n_down = free_density(lat4[0]), free_density(lat4[1])
    mean = (n_up.mean() + n_down.mean()) / 2
    predicted = -U4 * np.sum((mean - n_up) * (mean - n_down))
    gap = f4(x4) - exact4
    assert curvature(f4, x4) < 0
    assert abs(gap / predicted - 1) < 0.15
    cases[name] = (x4, f4(x4), exact4, gap, predicted)
assert cases['potential'][3] < 0 < cases['Zeeman'][3]

print(f"Main ring: sites {L}, U = {U:.1f} t, T = {T:.1f} t, mu = {mu:.1f} t")
print(f"stationary points for mu_c in [-2, 4] t: {len(roots)}")
print(f"stationary mu_c = {best:.5f} t")
print(f"Omega/site, stationary = {omega_star / L:.6f} t")
print(f"Omega/site, exact ring = {omega_exact / L:.6f} t")
print(f"stationary minus exact, per site = {(omega_star - omega_exact) / L:.6f} t")
print(f"curvature/site along mu_c = {curv_mu / L:.5f} 1/t")
print(f"curvature/site along h_c = {curv_h / L:.5f} 1/t")
for x in (-1., 0., 1., 2., 3.):
    print(f"Omega/site at mu_c = {x:.1f} t: {along_mu(x) / L:.6f} t")
print(f"Omega/site at h_c = 0.3 t, stationary mu_c: {along_h(0.3) / L:.6f} t")
print(f"Omega/site at mu_c = -20 t: {value_empty / L:.6f} t")
print(f"empty-cluster limit/site: {limit_empty / L:.6f} t")
print(f"Omega/site at mu_c = +20 t: {value_full / L:.6f} t")
print(f"full-cluster limit/site: {limit_full / L:.6f} t")
print(f"Matsubara minus pole formula, total: {omega_sum - omega_poles:.1e} t")
print("Densities, electrons per site (both spins):")
print(f"stationary, Green function: {number_star / L:.6f}")
print(f"stationary, -dOmega/dmu: {number_derivative / L:.6f}")
print(f"stationary, isolated cluster: {refs[0]['number'] / 2:.6f}")
print(f"exact ring: {number_exact / L:.6f}")
print(f"locked mu_c = mu, Green function: {number_locked / L:.6f}")
print(f"locked mu_c = mu, -dOmega/dmu: {derivative_locked / L:.6f}")
print(f"locked, dOmega/dmu_c per site: {force_locked / L:.6f}")
print(f"Weak coupling: |U| = {weak_U:.1f} t, mu = {mu_weak:.1f} t")
print(f"curvature/site, repulsive: {weak_curv[weak_U] / L:.6f} 1/t")
print(f"curvature/site, attractive: {weak_curv[-weak_U] / L:.6f} 1/t")
print(f"first-order curvature/site, repulsive: {curv_law:.6f} 1/t")
print(f"largest error of first-order law, dOmega/dU: {law_error:.1e}")
print(f"Four-site rings: U = {U4:.2f} t, mu = {mu4:.1f} t, field = {field:.1f} t")
for name, (x4, value, exact4, gap, predicted) in cases.items():
    print(f"{name}: stationary mu_c = {x4:.5f} t")
    print(f"{name}: Omega stationary = {value:.6f} t, total")
    print(f"{name}: Omega exact = {exact4:.6f} t, total")
    print(f"{name}: difference = {gap:.6f} t, total")
    print(f"{name}: first-order difference = {predicted:.6f} t, total")
print("tests ok")
```

It prints:

```
Main ring: sites 6, U = 4.0 t, T = 0.5 t, mu = 1.0 t
stationary points for mu_c in [-2, 4] t: 1
stationary mu_c = 1.28865 t
Omega/site, stationary = -1.751912 t
Omega/site, exact ring = -1.779528 t
stationary minus exact, per site = 0.027616 t
curvature/site along mu_c = -0.20169 1/t
curvature/site along h_c = 1.30794 1/t
Omega/site at mu_c = -1.0 t: -2.131520 t
Omega/site at mu_c = 0.0 t: -1.882501 t
Omega/site at mu_c = 1.0 t: -1.759934 t
Omega/site at mu_c = 2.0 t: -1.806976 t
Omega/site at mu_c = 3.0 t: -2.088875 t
Omega/site at h_c = 0.3 t, stationary mu_c: -1.702519 t
Omega/site at mu_c = -20 t: -2.592000 t
empty-cluster limit/site: -2.592000 t
Omega/site at mu_c = +20 t: -4.027324 t
full-cluster limit/site: -4.027324 t
Matsubara minus pole formula, total: -1.9e-11 t
Densities, electrons per site (both spins):
stationary, Green function: 0.864484
stationary, -dOmega/dmu: 0.864484
stationary, isolated cluster: 0.942463
exact ring: 0.873986
locked mu_c = mu, Green function: 0.900565
locked mu_c = mu, -dOmega/dmu: 0.846401
locked, dOmega/dmu_c per site: 0.054164
Weak coupling: |U| = 0.1 t, mu = -0.5 t
curvature/site, repulsive: -0.010522 1/t
curvature/site, attractive: 0.010472 1/t
first-order curvature/site, repulsive: -0.010516 1/t
largest error of first-order law, dOmega/dU: 2.2e-06
Four-site rings: U = 0.05 t, mu = -0.3 t, field = 2.0 t
potential: stationary mu_c = 0.01097 t
potential: Omega stationary = -8.458516 t, total
potential: Omega exact = -8.425108 t, total
potential: difference = -0.033408 t, total
potential: first-order difference = -0.034405 t, total
Zeeman: stationary mu_c = 0.01097 t
Zeeman: Omega stationary = -8.458516 t, total
Zeeman: Omega exact = -8.493811 t, total
Zeeman: difference = 0.035295 t, total
Zeeman: first-order difference = 0.034405 t, total
tests ok
```
